# Energy Normalisation of Box States and the Photoionisation of Hydrogen

Put a hydrogen atom in a sphere of radius 100 bohr and compute its $l=1$ states, each normalised to one. The state nearest 0.5 hartree has a radial dipole integral of 0.1057 bohr with the ground state. In a sphere of 50 bohr the corresponding state gives 0.1483 bohr. The squares differ by a factor of 1.97, although the dipole integral at this energy is collected within about ten bohr of the nucleus and cannot depend on a distant wall. The box dependence must be removed by a factor that belongs to the normalisation, and the level spacings supply it.

## The cross section and the states it needs

We use Hartree atomic units, a fixed nucleus, and nonrelativistic quantum mechanics in the dipole approximation. For a state with radial part $u(r)/r$ and $l=1$,

$$-\tfrac12 u''+Vu=Eu,\qquad V(r)=\frac1{r^2}-\frac1r,\qquad u(0)=0. \tag{1}$$

A prime denotes $\partial/\partial r$ and a dot will denote $\partial/\partial E$. For $E>0$ we write $k=\sqrt{2E}$.

Light polarised along $z$ with field amplitude $\mathcal E$ perturbs the electron by $z\mathcal E\cos\omega t$. Half of the cosine drives absorption. If the final states satisfy $\langle E|\varepsilon\rangle=\delta(E-\varepsilon)$, the golden rule gives the rate $2\pi(\mathcal E/2)^2|\langle E|z|1s\rangle|^2$. The intensity is $\mathcal E^2/(8\pi\alpha)$, where $\alpha$ is the fine-structure constant and $1/\alpha$ the speed of light. The cross section is the absorbed power, $\omega$ times the rate, divided by the intensity, which is $4\pi^2\alpha\,\omega|\langle E|z|1s\rangle|^2$. Because $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, the angular integral contributes $1/3$ to the square:

$$\sigma=\frac{4\pi^2\alpha}{3}\,\omega\,d_E^2,\qquad d_E=\int_0^\infty u_E\,r\,u_{1s}\,dr,\qquad \omega=E+\tfrac12. \tag{2}$$

So $u_E$ must be normalised on the energy scale, $\int_0^\infty u_Eu_\varepsilon\,dr=\delta(E-\varepsilon)$. A box calculation instead delivers functions $u_n$ with $u_n(R)=0$ and $\int_0^Ru_n^2\,dr=1$.

## Amplitude of an energy-normalised function

Take two solutions of (1), at energies $E$ and $\varepsilon$. Since $u_E''=2(V-E)u_E$, the potential cancels in

$$(u_E'u_\varepsilon-u_Eu_\varepsilon')'=u_E''u_\varepsilon-u_Eu_\varepsilon''=2(\varepsilon-E)u_Eu_\varepsilon .$$

Both functions vanish at the origin, so integration gives

$$\int_0^R u_Eu_\varepsilon\,dr=\frac{\left[u_E'u_\varepsilon-u_Eu_\varepsilon'\right]_{r=R}}{2(\varepsilon-E)}. \tag{3}$$

At large $r$ a continuum function has the form

$$u_E\to N\sin\theta,\qquad \theta=kr+\frac1k\ln(2kr)+\delta(E), \tag{4}$$

where the logarithm comes from the Coulomb tail. Its slope is $u_E'\to Nk\cos\theta$, up to terms of order $1/r$. Let $\kappa,\bar N,\bar\theta$ belong to $\varepsilon$. We write the products of sines and cosines as sums, and use $\varepsilon-E=\frac12(\kappa-k)(\kappa+k)$. Then (3) becomes

$$\int_0^R u_Eu_\varepsilon\,dr\to\frac{N\bar N}{2}\left[\frac{\sin(\bar\theta-\theta)}{\kappa-k}-\frac{\sin(\bar\theta+\theta)}{\kappa+k}\right]_{r=R}. \tag{5}$$

As $R\to\infty$ the second term oscillates ever faster with energy and integrates to zero against any smooth function. In the first, $\bar\theta-\theta\approx(\kappa-k)\,\partial\theta/\partial k$ near $\kappa=k$, and

$$\frac{\partial\theta}{\partial k}=R-\frac{\ln(2kR)-1}{k^2}+\frac{d\delta}{dk} \tag{6}$$

grows without limit. The first term therefore tends to $\pi\delta(\kappa-k)$, logarithm or not. The neglected terms carry an extra $1/R$ and vanish. With $dE=k\,dk$ we have $\delta(\kappa-k)=k\,\delta(\varepsilon-E)$, so the right side is $\frac{\pi}{2}N^2k\,\delta(\varepsilon-E)$ and

$$N=\sqrt{\frac{2}{\pi k}}. \tag{7}$$

A wave packet checks this. For $g(E)=\exp[-(E-0.5)^2/(2\times0.05^2)]$, delta normalisation requires $\int_0^\infty(\int g\,u_E\,dE)^2dr=\int g^2dE=0.05\sqrt\pi=0.0886227$ hartree. Numerical integration of (1), started at the origin with the coefficient of $r^2$ that (7) implies, derived as (20) below, gives the same value to all these digits; this tests (7) and (20) together.

## The norm inside the box

Now let $\varepsilon\to E$ in (3) at fixed $R$. Inserting $u_\varepsilon=u_E+(\varepsilon-E)\dot u_E+\dots$, the terms without $\varepsilon-E$ cancel and

$$\int_0^Ru_E^2\,dr=\tfrac12\left[u_E'\dot u_E-u_E\dot u_E'\right]_{r=R}. \tag{8}$$

To read the right side as a level density we need a phase that is defined at finite $r$. Let $F$ be the regular solution of (1) that tends to $\sin\theta$, and $G$ the solution that tends to $\cos\theta$. Their Wronskian $F'G-FG'$ is independent of $r$, and at large $r$ it equals $k$. Define an amplitude $a$ and a phase $\varphi$ by

$$F=\sqrt k\,a\sin\varphi,\qquad G=\sqrt k\,a\cos\varphi,\qquad a^2=\frac{F^2+G^2}{k}. \tag{9}$$

Differentiating $\tan\varphi=F/G$ gives

$$\varphi'=\frac{F'G-FG'}{F^2+G^2}=\frac1{a^2}>0. \tag{10}$$

Near the origin $F\propto r^2$ and $G\propto1/r$, so we may set $\varphi(0,E)=0$. From there the phase rises steadily, and $u_E$ has a node whenever it passes a multiple of $\pi$. By (7) and (9),

$$u_E=\sqrt{\frac2{\pi k}}\,F=\sqrt{\frac2\pi}\,a\sin\varphi . \tag{11}$$

The wall requires $u_E(R)=0$, hence

$$\varphi(R,E_n)=n\pi . \tag{12}$$

Such a state has $n-1$ nodes inside the box. The $n$-th state in order of energy has just this number, so $n$ counts all $l=1$ box states, including those below zero energy.

At a box energy $\sin\varphi=0$ and $\cos^2\varphi=1$ at the wall. The terms containing derivatives of $a$ drop out of (11), leaving

$$u_E'=\sqrt{\frac2\pi}\,\frac{\cos\varphi}{a},\qquad \dot u_E=\sqrt{\frac2\pi}\,a\cos\varphi\,\dot\varphi .$$

In (8) the second term vanishes and the amplitude cancels from the first. With $\nu(E)=\varphi(R,E)/\pi$, which is a smooth function taking the value $n$ at $E_n$,

$$\int_0^Ru_E^2\,dr=\frac{\dot\varphi(R,E_n)}{\pi}=\left.\frac{d\nu}{dE}\right|_{E_n}. \tag{13}$$

The functions $u_E$ and $u_n$ obey the same equation with the same condition at the origin, so inside the box they are proportional. Their norms fix the constant up to a sign:

$$u_E(r)=\sqrt{\frac{d\nu}{dE}}\;u_n(r),\qquad 0\le r\le R,\quad E=E_n>0. \tag{14}$$

No large-$R$ approximation enters (14). The density of box levels is the norm that the energy-normalised function has inside the box. A larger box dilutes each $u_n$, and its levels crowd together to the same degree.

For the state near 0.5 hartree in the larger box, quadrature of the Coulomb function gives 30.521421 hartree$^{-1}$ for the left side of (13). The energy derivative of the phase gives 30.521421 for the right.

## Spacings in place of the derivative

A diagonalisation yields the energies $E_n$ but not the function $\nu(E)$. Let $E(n)$ be the inverse function, with $n$ continuous, and let $E^{(j)}$ be its $j$-th derivative, so that $d\nu/dE=1/E^{(1)}$. Taylor expansion gives

$$E_{n\pm1}=E_n\pm E^{(1)}+\tfrac12E^{(2)}\pm\tfrac16E^{(3)}+\dots$$

The even terms cancel in the difference of the two neighbours, and

$$\frac{2}{E_{n+1}-E_{n-1}}=\frac{d\nu}{dE}\left[1-\frac{E^{(3)}}{6E^{(1)}}+\dots\right]. \tag{15}$$

Equations (14) and (15) together give the practical rule

$$u_E(r)\simeq\sqrt{\frac{2}{E_{n+1}-E_{n-1}}}\;u_n(r). \tag{16}$$

This is an approximation to (14). It becomes an identity for a free $s$ wave, where $E_n=\pi^2n^2/(2R^2)$ is quadratic in $n$ and $E^{(3)}=0$.

The symmetric difference matters. With one spacing only,

$$\frac1{E_{n+1}-E_n}=\frac{d\nu}{dE}\left[1-\frac{E^{(2)}}{2E^{(1)}}+\dots\right].$$

To leading order in $1/R$, (6) gives $d\nu/dE\approx R/(\pi k)$, hence $E^{(1)}\approx\pi k/R$. Since $E^{(2)}=E^{(1)}\,dE^{(1)}/dE$ and $dk/dE=1/k$, the relative error is about $-\pi/(2kR)$. For the state at 0.5043 hartree in the larger box this is $-1.56\%$, and the computed error is $-1.50\%$. The central difference errs there by $3.1\times10^{-6}$. Both computed errors are relative to the norm (13).

Close to threshold the rule is less accurate. The tenth state of the larger box lies at 0.01739 hartree, comparable with the Coulomb energy $1/R=0.01$ hartree at the wall. The Coulomb term $1/r$ is then nowhere in the box small compared with $E$, and the free quadratic law is a poor guide. The central difference, 108.7258 hartree$^{-1}$, exceeds the norm (13), 108.6473 hartree$^{-1}$, by $7.2\times10^{-4}$ of the norm. We can remove the cubic term by using two more levels:

$$E^{(1)}\simeq\frac{8(E_{n+1}-E_{n-1})-(E_{n+2}-E_{n-2})}{12}. \tag{17}$$

Here the coefficients of $E^{(1)}$ in the numerator add to $16-4=12$, and those of $E^{(3)}$ to $\frac83-\frac83=0$. The error falls to $-3.9\times10^{-5}$, which confirms that most of it came from $E^{(3)}$.

The expansion presumes that $E(n)$ is smooth over a few units of $n$. A resonance narrower than the level spacing breaks this condition: (14) still holds, but (16) does not. With several open channels there are several independent solutions at each energy. A box state is then one particular mixture of them, and a single factor cannot replace the matching of channels.

## The cross section from the box

Substituting (16) into (2) gives

$$\sigma_n=\frac{4\pi^2\alpha}{3}\,\omega_n\,d_n^2\,\frac{2}{E_{n+1}-E_{n-1}},\qquad d_n=\int_0^Ru_n\,r\,u_{1s}\,dr, \tag{18}$$

with $\omega_n=E_n-E_{1s}$. Cutting the dipole integral at $R$ costs only an amount of order $e^{-R}$, apart from powers of $R$, because $u_{1s}=2re^{-r}$.

In the box of 100 bohr the relevant state has $n=33$, and

$$E_{32}=0.47204176,\quad E_{33}=0.50430737,\quad E_{34}=0.53756930\ \text{hartree}.$$

The outer two differ by 0.06552754 hartree, so the density is $2/0.06552754=30.5215$ hartree$^{-1}$ and its root is 5.52463 hartree$^{-1/2}$. With $|d_{33}|=0.105650$ bohr,

$$|d_E|\simeq5.52463\times0.105650=0.58368\ \text{bohr hartree}^{-1/2}.$$

The photon energy is 1.004307 hartree (27.33 eV), and $4\pi^2\alpha/3=0.0960293$. Therefore

$$\sigma_{33}=0.0960293\times1.004307\times(0.58368)^2=0.032856\ \text{bohr}^2=0.92006\ \text{Mb},$$

where 1 Mb is $10^{-18}$ cm$^2$.

In the box of 50 bohr the nearest state lies at 0.517750 hartree. There $d_n^2=(0.148340)^2$ is larger by the factor 1.97, and the density, 14.7098 hartree$^{-1}$, is smaller by the factor 2.07. Neither factor is 2, because the two energies differ and the density is not strictly proportional to $R$: the Coulomb logarithm in (6) lowers it, by about 4% in the larger box and 7% in the smaller, and the term $d\delta/dk$ restores a small part. The resulting cross section is 0.031635 bohr$^2$. It should be compared with the continuum value at its own energy, which we now derive.

## The continuum result in closed form

Write $u_E=C\,r^2e^{-ikr}w(r)$ with $w(0)=1$. The prefactor $p=r^2e^{-ikr}$ has

$$\frac{p'}p=\frac2r-ik,\qquad \frac{p''}p=\frac2{r^2}-\frac{4ik}r-k^2 .$$

Inserting this in (1) and multiplying by $r$ gives

$$rw''+(4-2ikr)w'-(4ik-2)w=0 .$$

In the variable $z=2ikr$, after division by $2ik$, this is Kummer's equation

$$z\,w_{zz}+(4-z)\,w_z-a_0w=0,\qquad a_0=2+\frac ik .$$

Its regular solution is the confluent hypergeometric function $M$, so

$$u_E=C\,r^2e^{-ikr}M(a_0;4;2ikr). \tag{19}$$

This is real for real $C$: Kummer's transformation $M(a_0;4;z)=e^zM(4-a_0;4;-z)$, with $4-a_0=a_0^*$, shows that it equals its own complex conjugate.

**The constant.** At large $|z|$ one of the two asymptotic terms of $M$ is $\Gamma(4)e^zz^{a_0-4}/\Gamma(a_0)$. The other supplies the complex conjugate contribution to (19), so the amplitude of $u_E$ is twice the modulus of the first. Since $i^{-2+i/k}=-e^{-\pi/(2k)}$, we have $|z^{a_0-4}|=(2kr)^{-2}e^{-\pi/(2k)}$. The amplitude is thus

$$2C\,r^2\,\frac{6\,e^{-\pi/(2k)}}{(2kr)^2\,|\Gamma(a_0)|}=\frac{3C\,e^{-\pi/(2k)}}{k^2\,|\Gamma(2+i/k)|} .$$

Equating it to (7) and using

$$|\Gamma(2+i/k)|^2=\left(1+\frac1{k^2}\right)\frac{\pi/k}{\sinh(\pi/k)},\qquad \frac{e^{\pi/k}}{\sinh(\pi/k)}=\frac2{1-e^{-2\pi/k}},$$

we obtain

$$C^2=\frac{2}{\pi k}\,\frac{k^4}{9}\,e^{\pi/k}|\Gamma(2+i/k)|^2=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}} . \tag{20}$$

**The dipole integral.** Let $q=2ik$ and

$$I(s)=\int_0^\infty r^3e^{-sr}M(a_0;4;qr)\,dr .$$

In the power series of $M$ the $j$-th coefficient is $(a_0)_jq^j/[(4)_jj!]$, where $(x)_j=x(x+1)\cdots(x+j-1)$. Integration of $r^{3+j}$ gives $\Gamma(4+j)/s^{4+j}$ with $\Gamma(4+j)=6\,(4)_j$. The factors $(4)_j$ cancel, and a binomial series remains:

$$I(s)=\frac6{s^4}\left(1-\frac qs\right)^{-a_0}=6\,s^{a_0-4}(s-q)^{-a_0} . \tag{21}$$

The series converges for $|s|>|q|$. Both sides are analytic for $\mathrm{Re}\,s>0$, so the result holds there too.

Because $u_{1s}=2re^{-r}$, the integrand of $d_E$ contains $r^4$, and $d_E=-2C\,dI/ds$ at $s=1+ik$, where $s-q=1-ik$. From (21),

$$-\frac1I\frac{dI}{ds}=\frac{4-a_0}{1+ik}+\frac{a_0}{1-ik}=\frac{4-4ik+2ik\,a_0}{1+k^2}=\frac2{1+k^2},$$

since $2ik\,a_0=4ik-2$. With $1\pm ik=\sqrt{1+k^2}\,e^{\pm i\arctan k}$,

$$I=\frac6{(1+k^2)^2}\left(\frac{1+ik}{1-ik}\right)^{i/k}=\frac{6\,e^{-(2/k)\arctan k}}{(1+k^2)^2} .$$

Hence

$$d_E=\frac{24\,C}{(1+k^2)^3}\,e^{-(2/k)\arctan k} . \tag{22}$$

Squaring (22) with (20) gives the prefactor $576\times\frac49=256$. In (2) the photon energy is $\omega=(1+k^2)/2$, so in units of bohr$^2$

$$\sigma=\frac{512\pi^2\alpha}{3}\,\frac{e^{-(4/k)\arctan k}}{(1+k^2)^4\left(1-e^{-2\pi/k}\right)} . \tag{23}$$

As $k\to0$, $\arctan(k)/k\to1$ and the last bracket tends to one. The cross section starts at the finite value $512\pi^2\alpha/(3e^4)=0.2251$ bohr$^2$, or 6.304 Mb. As $k\to\infty$ within this model, the exponential in the numerator tends to one and the bracket to $2\pi/k$. Then $\sigma\to(256\pi\alpha/3)k^{-7}$, a fall as $\omega^{-7/2}$. The limit is approached slowly, with a relative correction of about $-\pi/k$: at $k=5$ the cross section is half the asymptotic value, and at $k=30$ it is 0.90 of it.

## Box and continuum compared

At the energy of the state $n=33$, (23) gives 0.0328560 bohr$^2$, against 0.0328561 from the box. For the smaller box the pair is 0.0316346 and 0.0316352 bohr$^2$. The results at other energies in the larger box are:

| $E$ (hartree) | Box, (18) (Mb) | Closed form, (23) (Mb) |
|---|---|---|
| 0.049980 | 4.88489 | 4.88395 |
| 0.249879 | 2.09237 | 2.09234 |
| 1.014258 | 0.28050 | 0.28050 |

For all states below 2 hartree whose lower neighbour also has positive energy, the largest deviation is 0.13% of the closed form.

At high energy the finite basis shows. With the 254 splines used here, the deviation first exceeds 1% at 15.8 hartree. There $k=5.6$, and half a wavelength is 0.56 bohr, while the splines have a mean spacing of about 0.4 bohr. The spacing grows to 0.6 bohr at the wall, more than that half wavelength. The basis is the cause: with twice as many intervals the deviation near this energy disappears. The mechanism is not simply loss of convergence. Already at 15.0 hartree the spline states have lost weight near the wall, the level density is about 10% too low and $d_n^2$ about 11% too high, yet these errors cancel in (18) to a few parts in $10^4$. The jump comes from one eigenvector at 15.97 hartree that is out of step with the smooth sequence of its neighbours: about 90% of its weight lies beyond 90 bohr, where the splines are coarsest. It has a small dipole integral and crowds its neighbours, so $E(n)$ is not smooth there and (16) fails, much as at a narrow resonance. A few levels higher, at 16.4 hartree, the agreement returns. Equation (14) is derived for converged box states, and good agreement of (18) does not by itself show that the states are converged. Indeed, from 16.4 to 30 hartree the deviation stays below 1%, although the level density is already more than 20% too low at 17 hartree; the next deviation above 1% comes at 30.3 hartree.

## Table of computed values

```
fine-structure constant = 0.007297353
1 bohr^2 = 28.00285 Mb
packet: centre 0.5, width 0.05 hartree
packet norm, computed = 0.08862269 hartree
packet norm, expected = 0.08862269 hartree
1s energy in box = -0.5000000000 hartree
l=1 splines used, R=100 bohr: 254
l=1 box states below E=0, R=100 bohr: 7
--- state nearest E=0.5 hartree, R=100 bohr ---
n (counted from 1) = 33; inner nodes = 32
E(n-1) = 0.47204176 hartree
E(n)   = 0.50430737 hartree
E(n+1) = 0.53756930 hartree
central density = 30.521516 1/hartree
integral of u_E^2 = 30.521421 1/hartree
phase derivative/pi = 30.521421 1/hartree
factor sqrt(2/(E(n+1)-E(n-1))) = 5.524628 hartree^-1/2
|d_n| = 0.10565005 bohr
factor*|d_n| = 0.5836772 a.u.
closed |d_E| = 0.5836763 a.u.
photon energy = 1.0043074 hartree = 27.3286 eV
sigma, box    = 0.03285609 bohr^2 = 0.920064 Mb
sigma, closed = 0.03285599 bohr^2 = 0.920061 Mb
central density, relative error = 3.088e-06
one-sided density, relative error = -1.497e-02
estimate -pi/(2kR) = -1.564e-02
--- state nearest E=0.5 hartree, R=50 bohr ---
E(n) = 0.51774983 hartree
|d_n| = 0.14834043 bohr
central density = 14.709792 1/hartree
sigma: box 0.03163519, closed 0.03163459 bohr^2
density ratio, R=100 to R=50: 2.0749
d_n^2 ratio, R=50 to R=100: 1.9714
--- near-threshold state, R=100 bohr ---
n (counted from 1) = 10; E(n) = 0.01739280 hartree
integral of u_E^2 = 108.647335 1/hartree
central density = 108.725802 1/hartree
central density, relative error = 7.222e-04
five-point density, relative error = -3.909e-05
--- R=100 bohr: E (hartree), sigma box, sigma closed (Mb) ---
0.049980  4.884889  4.883954
0.092173  3.999975  3.999681
0.249879  2.092365  2.092340
1.014258  0.280498  0.280498
1.520610  0.119308  0.119308
largest relative deviation below 2 hartree = 1.320e-03
first deviation above 1% at E = 15.795 hartree
threshold sigma = 0.225131 bohr^2 = 6.30432 Mb
```
